# Lateral field or lateral displacement: permittivity of a tilted uniaxial grain

**Question.** A uniaxial dielectric grain fills the gap between two parallel electrodes, with its optic axis tilted away from their normal. Why does a wide grain contribute the normal component of the permittivity tensor, while a grain whose lateral displacement is blocked contributes the reciprocal of the inverse tensor's normal component?

**Answer.** The two grains have different lateral quantities held at zero. In a tilted grain, a field normal to the electrodes also polarizes the material sideways. If the grain is wide, the electrodes keep the lateral field at zero and the sideways displacement is free to flow. If that displacement is blocked, charge at the sides of the grain sets up a lateral field that cancels it. Through the same tilt, this field also reduces the displacement normal to the electrodes, so the blocked grain stores less charge at the same voltage.

## The tensor

Let \(z\) be the electrode normal, \(x\) the lateral direction in the plane of tilt, and \(\mathbf c=(\sin\theta,0,\cos\theta)\) the optic axis. The material is linear, local, static and free of space charge, and the electrodes are ideal equipotentials. I write \(\mathbf D\) for the displacement divided by \(\varepsilon_0\), so that \(\mathbf D=\boldsymbol\varepsilon\mathbf E\) with

\[
\boldsymbol\varepsilon=\varepsilon_\perp\mathbf I+(\varepsilon_\parallel-\varepsilon_\perp)\,\mathbf c\,\mathbf c^{T}.
\]

With \(s=\sin\theta\) and \(q=\cos\theta\), the components are

\[
\varepsilon_{xx}=\varepsilon_\parallel s^2+\varepsilon_\perp q^2,\quad
\varepsilon_{zz}=\varepsilon_\parallel q^2+\varepsilon_\perp s^2,\quad
\varepsilon_{xz}=(\varepsilon_\parallel-\varepsilon_\perp)sq .
\]

The components \(\varepsilon_{xy}\) and \(\varepsilon_{yz}\) vanish, so the \(y\) direction takes no part. In the determinant of the \(xz\) block, the terms in \(\varepsilon_\parallel^2\) and \(\varepsilon_\perp^2\) cancel:

\[
\Delta=\varepsilon_{xx}\varepsilon_{zz}-\varepsilon_{xz}^2
=\varepsilon_\parallel\varepsilon_\perp(s^4+q^4+2s^2q^2)=\varepsilon_\parallel\varepsilon_\perp .
\]

## The wide grain

Let the thickness be \(t\) and the voltage \(V\). Far from its sides, a wide grain looks the same at every \(x\). The potential then depends on \(z\) alone, so \(E_x=0\). Since \(D_z\) is constant across the film, \(E_z=V/t\) and

\[
D_z=\varepsilon_{zz}E_z,\qquad D_x=\varepsilon_{xz}E_z .
\]

The contribution is \(D_z/E_z=\varepsilon_{zz}\). The lateral displacement is not zero, but being uniform it leaves no charge inside the grain.

## The blocked grain

Now let \(D_x=0\) throughout. The first row of \(\mathbf D=\boldsymbol\varepsilon\mathbf E\) gives

\[
0=\varepsilon_{xx}E_x+\varepsilon_{xz}E_z
\quad\Rightarrow\quad
E_x=-\frac{\varepsilon_{xz}}{\varepsilon_{xx}}E_z ,
\]

and the second row becomes

\[
D_z=\varepsilon_{xz}E_x+\varepsilon_{zz}E_z
=\left(\varepsilon_{zz}-\frac{\varepsilon_{xz}^2}{\varepsilon_{xx}}\right)E_z
=\frac{\varepsilon_\parallel\varepsilon_\perp}{\varepsilon_{xx}}E_z .
\]

The inverse tensor gives the same result at once. With \(\mathbf D=(0,0,D_z)\), \(E_z=(\boldsymbol\varepsilon^{-1})_{zz}D_z\), and inverting the \(xz\) block gives \((\boldsymbol\varepsilon^{-1})_{zz}=\varepsilon_{xx}/\Delta\).

The loss \(\varepsilon_{xz}^2/\varepsilon_{xx}\) contains the coupling twice: once when \(E_z\) drives the lateral displacement, and once when the opposing \(E_x\) acts back on \(D_z\). It is therefore never negative, whichever way the grain leans. It vanishes at \(\theta=0\), at \(90^\circ\), and for an isotropic material.

To find its maximum, write the loss as \(g\) and take the reciprocal:

\[
\frac1g=\frac{1}{(\varepsilon_\parallel-\varepsilon_\perp)^2}
\left(\frac{\varepsilon_\parallel}{1-s^2}+\frac{\varepsilon_\perp}{s^2}\right).
\]

Setting the derivative with respect to \(s^2\) to zero gives \(\tan^2\theta=\sqrt{\varepsilon_\perp/\varepsilon_\parallel}\). The bracket is then \((\sqrt{\varepsilon_\parallel}+\sqrt{\varepsilon_\perp})^2\), so \(g_{\max}=(\sqrt{\varepsilon_\parallel}-\sqrt{\varepsilon_\perp})^2\).

## Grains of finite width

Take a rectangular grain of width \(w\) whose sides pass no displacement. Define \(\varepsilon_{\rm eff}\) by the electrode charge per unit depth, \(\varepsilon_0\varepsilon_{\rm eff}Vw/t\). The two results above bound it.

For the upper bound, compare the true field \(\mathbf E\) with the uniform field \(\mathbf E'=(0,0,V/t)\). Because \(\boldsymbol\varepsilon\) is positive,

\[
0\le\int(\mathbf E-\mathbf E')\cdot\boldsymbol\varepsilon(\mathbf E-\mathbf E')\,dx\,dz
=\frac{V^2w}{t}\left(\varepsilon_{\rm eff}-2\varepsilon_{\rm eff}+\varepsilon_{zz}\right).
\]

The middle term follows because the flux \(\int D_z\,dx\) is the same at every height when the sides are blocked. Hence \(\varepsilon_{\rm eff}\le\varepsilon_{zz}\).

For the lower bound, replace \(\mathbf E'\) by \(\boldsymbol\varepsilon^{-1}\mathbf D'\) with \(\mathbf D'=(0,0,D_0)\), and let \(a=(\boldsymbol\varepsilon^{-1})_{zz}\). The same inequality, divided by \(w\), reads

\[
\varepsilon_{\rm eff}\frac{V^2}{t}\ge 2D_0V-aD_0^2t .
\]

The right side is largest at \(D_0=V/(at)\), which gives \(\varepsilon_{\rm eff}\ge1/a\).

The ratio \(w/t\) decides where the grain lies between these bounds. Inside the grain the potential obeys

\[
\varepsilon_{xx}\phi_{xx}+2\varepsilon_{xz}\phi_{xz}+\varepsilon_{zz}\phi_{zz}=0 .
\]

With \(x'=x-(\varepsilon_{xz}/\varepsilon_{zz})z\) the mixed term drops out, leaving \((\Delta/\varepsilon_{zz})\phi_{x'x'}+\varepsilon_{zz}\phi_{zz}=0\). A disturbance from one side must vanish on both electrodes, so its slowest part is \(e^{-x'/\ell}\sin(\pi z/t)\), with

\[
\ell=\frac{t\sqrt{\Delta}}{\pi\,\varepsilon_{zz}} .
\]

Blocked sides therefore influence a wide grain only near its edges.

For a narrow grain, use a flux function \(\psi\) with \(D_x=\psi_z\) and \(D_z=-\psi_x\). The condition \(\partial_zE_x-\partial_xE_z=0\) becomes

\[
\frac1\Delta\left(\varepsilon_{xx}\psi_{xx}+2\varepsilon_{xz}\psi_{xz}+\varepsilon_{zz}\psi_{zz}\right)=0 .
\]

This is the same equation, but now \(\psi\) is constant on each side of the grain. Exchanging \(x\) and \(z\) in the previous argument gives a decay length \(w\sqrt\Delta/(\pi\varepsilon_{xx})\) away from the electrodes. The electrodes, which demand \(E_x=0\), thus spoil the blocked state only near the ends of a tall, narrow grain.

The exchange also gives a check. In the \(\psi\) problem the sides act as electrodes, the tensor is \(\boldsymbol\varepsilon/\Delta\), and charge and voltage trade places. At \(\theta=45^\circ\), \(\varepsilon_{xx}=\varepsilon_{zz}\), so exchanging the axes leaves the tensor unchanged and

\[
\varepsilon_{\rm eff}(w/t)\;\varepsilon_{\rm eff}(t/w)=\varepsilon_\parallel\varepsilon_\perp .
\]

A square grain at this tilt has \(\varepsilon_{\rm eff}=\sqrt{\varepsilon_\parallel\varepsilon_\perp}\).

## What does the blocking?

Narrowness alone does not. If the neighbours have the same tilt, the boundaries are electrically absent and the film has permittivity \(\varepsilon_{zz}\) however narrow the grains are.

Mirror twins do block. Let equally wide grains, long in \(y\), alternate between \(+\theta\) and \(-\theta\). Reflection in a boundary maps the structure onto itself and reverses \(D_x\), so \(D_x\) must take opposite values on the two sides. Continuity of normal displacement requires equal values. Both hold only if \(D_x=0\) at the boundary.

Isotropic walls of permittivity \(\varepsilon_w\) block partially. Consider many columns, long in \(y\) and each much narrower than \(t\), with grain fraction \(f\). Away from the electrodes, \(D_x\) and \(E_z\) are common to grain and wall, and the mean lateral field is zero because the electrodes are equipotential:

\[
f\,\frac{D_x-\varepsilon_{xz}E_z}{\varepsilon_{xx}}+(1-f)\frac{D_x}{\varepsilon_w}=0 .
\]

Solving for the displacement gives

\[
D_x=\beta\,\varepsilon_{xz}E_z,\qquad
\beta=\frac{f/\varepsilon_{xx}}{f/\varepsilon_{xx}+(1-f)/\varepsilon_w}.
\]

Inserting \(E_x=(D_x-\varepsilon_{xz}E_z)/\varepsilon_{xx}\) into \(D_z\) gives the grain's contribution

\[
\frac{D_z}{E_z}=\frac{\varepsilon_\parallel\varepsilon_\perp}{\varepsilon_{xx}}+\beta\,\frac{\varepsilon_{xz}^2}{\varepsilon_{xx}} .
\]

Full blocking is the limit \(\beta\to0\), which requires \((1-f)/\varepsilon_w\gg f/\varepsilon_{xx}\). A wall that is too thin fails this condition even if its permittivity is low.

## A 10 nm hBN film

Hexagonal boron nitride (hBN) is uniaxial: stacking its layers singles out one axis, and their hexagonal symmetry makes the permittivity the same in every direction within a layer. I use rough typical values, \(\varepsilon_\parallel=3.5\) along the axis and \(\varepsilon_\perp=7\) in the layers, with a chosen tilt of \(45^\circ\), \(t=10\) nm and \(V=1\) V. Then

\[
\varepsilon_{xx}=\varepsilon_{zz}=\frac{3.5+7}{2}=5.25,\qquad
\varepsilon_{xz}=\frac{3.5-7}{2}=-1.75 .
\]

The wide grain contributes 5.25. The blocked grain contributes \(3.5\times7/5.25=4.67\), which is 11% less than the wide value. Its lateral field is \(E_x/E_z=1.75/5.25=0.33\). The largest difference over all tilts, 0.60, occurs near \(50^\circ\), so this example is close to the worst case.

At fixed thickness, the capacitance density falls from 0.465 to 0.413 µF/cm². The equivalent oxide thickness, referred to a permittivity of 3.9, rises from \(3.9\times10/5.25=7.43\) nm to 8.36 nm.

Solving the two-dimensional field equation for mirror twins shows the crossover:

| Width (nm) | \(\varepsilon_{\rm eff}\) | \(E_x/E_z\) at centre |
|---:|---:|---:|
| 2 | 4.725 | 0.333 |
| 10 | 4.951 | 0.171 |
| 20 | 5.089 | 0.036 |
| 100 | 5.218 | 0.000 |

The square grain should give \(\sqrt{24.5}=4.950\), and the solution gives 4.951. The finite mesh leaves the tabulated permittivities up to 0.001 too high and the field ratios uncertain in the last digit; the converged value at 20 nm is 5.088. The 100 nm grain has no lateral field at its centre, yet its permittivity is still 0.6% below 5.25. The edge zones explain this: their decay length is \(10\times4.95/(\pi\times5.25)=3.0\) nm whatever the width, so their share of the grain falls as \(1/w\). The shortfall times \(w/t\) is indeed 0.32 at both 20 nm and 100 nm.

Now separate 2 nm columns of equal tilt by 0.5 nm walls with \(\varepsilon_w=2\). Here \(f=0.8\), and

\[
\beta=\frac{0.8/5.25}{0.8/5.25+0.2/2}=0.60 .
\]

The grain contributes \(4.67+0.60\times0.583=5.02\), and the field solution, with end effects removed, agrees. These walls achieve only 40% of the possible reduction in tall columns. In the 10 nm film, with the end zones included, the grain contributes 5.03 and the share is 37%.

## Beside a real device

An hBN film lying flat on its electrode has \(\theta=0\), and the effect vanishes. The example applies to tilted grains that are long in \(y\), and \(45^\circ\) is a deliberately large tilt. If the grains are also short in \(y\) and their tilt directions vary in the film plane, the lateral displacement can turn and flow in closed loops, so the grains generally block each other only in part. Real electrodes break the ideal equipotential assumption. Charge lying about 1 nm deep in a semiconductor of permittivity 12 adds roughly 0.33 nm of equivalent oxide in series, about a third of the 0.93 nm difference between the wide and the fully blocked grain. It adds to both grains alike, so it lowers the relative difference in capacitance and leaves the difference in equivalent oxide thickness nearly unchanged. This estimate does not include lateral fields inside the semiconductor.

The material data matter as well. Changing \(\varepsilon_\parallel\) by +10% or −10% moves the permittivity difference from 0.58 to 0.46 or 0.73. Reported values spread more widely than this: the older pair \(\varepsilon_\parallel=5.06\), \(\varepsilon_\perp=6.85\) gives a difference of only about 0.14. A horizontal line across a 2 nm grain crosses only about four atomic layers, so a continuum tensor is doubtful there, by an amount this model cannot supply.

By rough estimates, neither breakdown in the uniform-field regions nor direct tunnelling limits the example. For rough breakdown fields of 10 MV/cm along the axis and 3 MV/cm in the layers, the uniform-field components reach at most 24% of the corresponding limit; field concentration at grain corners is not included. With a rough 3 eV barrier and half the free-electron mass, the estimated tunnelling probability is about \(10^{-50}\), leaving aside leakage through defects. The exponent is very sensitive to these inputs, and the mass along a tilted path differs from that along the axis: a 1.5 eV barrier with a mass of 0.26 gives about \(10^{-22}\), still negligible. The remaining values are in the numerical output.

## Table of computed values

```
Permittivities are relative to vacuum (dimensionless)
hBN rough inputs: along axis 3.5, in layers 7.0
tilt 45.0 deg, thickness 10.0 nm, voltage 1.0 V
eps_xx 5.2500, eps_xz -1.7500, eps_zz 5.2500
wide-grain permittivity 5.2500
blocked-grain permittivity 4.6667
difference 0.5833, relative to wide 11.11 %
largest difference 0.6005 at tilt 49.94 deg
wide: D_x/D_z -0.3333, E_x/E_z 0 by electrodes
blocked: E_x/E_z 0.3333
Solved grains with blocked sides (equal to mirror twins):
  width   2.0 nm: permittivity 4.7253, central E_x/E_z 0.3331
  width   5.0 nm: permittivity 4.8156, central E_x/E_z 0.3011
  width  10.0 nm: permittivity 4.9507, central E_x/E_z 0.1713
  width  20.0 nm: permittivity 5.0886, central E_x/E_z 0.0357
  width  50.0 nm: permittivity 5.1852, central E_x/E_z 0.0002
  width 100.0 nm: permittivity 5.2176, central E_x/E_z 0.0000
largest change on halving the cell size 0.00190
square grain from exchange symmetry 4.9497
2 nm twins solved 4.7256; equal-tilt neighbours 5.2500
walls: grain 2.0 nm, wall 0.5 nm, wall permittivity 2.0
  grain fraction 0.80, beta 0.6038
  grain contribution: formula 5.0189, solved 5.0189
capacitance: wide 0.4648, blocked 0.4132 uF/cm2
equivalent oxide thickness (reference 3.9): wide 7.429, blocked 8.357 nm
difference in equivalent oxide thickness 0.929 nm
mean normal field 1.000 MV/cm
wide: field along axis 0.707, in layers 0.707 MV/cm
  share of rough breakdown field: axis 0.071, layers 0.236
blocked: field along axis 0.943, in layers 0.471 MV/cm
  share of rough breakdown field: axis 0.094, layers 0.157
rough breakdown fields: axis 10, layers 3 MV/cm
tunnelling: barrier 3.0 eV, mass 0.5 m_e, log10 transmission -49.7
channel charge depth 1.0 nm, permittivity 12: adds 0.325 nm oxide equivalent
axis permittivity +10 % / -10 %: difference 0.457 / 0.730
layer spacing 0.33 nm: layers crossed in 2 nm grain 4.3
phonon 0.1 eV at 400 K: occupation 0.058
```
